# Why small source-temperature drifts cause large evaporation-rate drifts

## Question

A heated source evaporates into vacuum, and the vapour condenses as a film on a cooler substrate. When the source temperature wanders by a small fraction, the evaporation rate wanders by a much larger fraction. Why is the change amplified, and what fixes the factor?

## The mechanism

A molecule leaves the condensed phase only if it collects, from thermal motion, the energy that binds it to its neighbours. In a usable source this energy is many times $kT$, so at any moment very few molecules have it. Their share is governed by a Boltzmann factor, the exponential of minus a large number.

Suppose that number is 25. Raising the temperature by 1 percent lowers it by about 1 percent, that is, by about 0.25. A change of 0.25 in an exponent multiplies the exponential by $e^{0.25}$, or about 1.28. A small relative change of a large exponent is thus a sizeable absolute change, and an absolute change of an exponent is a relative change of the rate.

The speed of the molecules matters far less. It grows as $\sqrt T$, so a 1 percent rise in temperature makes them faster by half a percent. Almost all of the extra rate comes from more molecules having the energy to leave, and very little from their higher speed.

To turn this into a formula we need the flux at a given vapour pressure and the change of that pressure with temperature.

## The flux from the surface

Take a pure source of fixed area whose surface has temperature $T$. The vapour consists of single molecules of mass $m$ and is dilute enough to be an ideal gas. The algebra uses atomic units, with $\hbar=1$ and the electron mass equal to 1, and Boltzmann's constant $k$ is kept.

First let the surface be in equilibrium with its saturated vapour, of number density $n$ and pressure $p=nkT$. Let $v$ be the velocity component towards the surface. The number of molecules striking unit area per unit time is

$$
J_1=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv .
$$

The integral equals $kT/m$, because the integrand is the derivative of $-(kT/m)e^{-mv^2/2kT}$. Therefore

$$
J_1=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}},
$$

where the last form follows from $n=p/kT$.

Let a fraction $\alpha$ of the arriving molecules condense. In equilibrium as many must evaporate as condense, so the surface emits $\alpha J_1$. Now remove the vapour. If the surface keeps its temperature and structure, it goes on emitting at the same rate, and nothing returns. This gives the Hertz-Knudsen flux of free evaporation,

$$
J=\frac{\alpha\,p(T)}{\sqrt{2\pi mkT}} .
$$

The pressure $p(T)$ is still the saturation pressure, although no saturated vapour is present. It measures how readily the condensed phase gives up molecules.

## How the saturation pressure responds

Along the coexistence curve the chemical potentials of the vapour (g) and the condensed phase (c) stay equal. For each phase $d\mu=-s\,dT+v\,dp$, where $s$ and $v$ now denote entropy and volume per molecule. Setting $d\mu_g=d\mu_c$ gives

$$
(v_g-v_c)\,dp=(s_g-s_c)\,dT .
$$

Since $\mu=h-Ts$, with $h$ the enthalpy per molecule, equal chemical potentials also imply $T(s_g-s_c)=h_g-h_c$. This difference is the latent heat per molecule, $L$. For a dilute vapour $v_c$ is negligible beside $v_g=kT/p$, and hence

$$
\frac{dp}{dT}=\frac{L}{T}\,\frac{p}{kT},
\qquad\text{or}\qquad
\frac{d\ln p}{d\ln T}=\frac{L}{kT}.
$$

## The sensitivity

Take the logarithm of the flux with $\alpha$ fixed:

$$
\ln J=\ln p-\tfrac12\ln T+\text{constant}.
$$

Differentiation with respect to $\ln T$ gives the factor by which a small relative temperature drift is multiplied:

$$
S\equiv\frac{d\ln J}{d\ln T}=\frac{L}{kT}-\frac12 .
$$

This local law uses the value of $L$ at the temperature in question. It does not require $L$ to be constant. It amplifies a drift when $S>1$, and it does so strongly when $L\gg kT$.

The term $-\tfrac12$ has two parts. Because $n=p/kT$, the density has sensitivity $L/kT-1$. The molecular speed contributes $+\tfrac12$. If the pressure were held fixed while the gas was heated, the flux would fall as $T^{-1/2}$, since the loss of density would outweigh the gain in speed.

## The same law as an energy balance

The $-\tfrac12$ also has a meaning in terms of heat. For molecules crossing a plane, each velocity is weighted by the normal component $v$, because fast molecules cross more often. With $u=mv^2/2kT$, the mean kinetic energy of the normal motion is

$$
kT\,\frac{\int_0^\infty u\,e^{-u}\,du}{\int_0^\infty e^{-u}\,du}=kT .
$$

The two tangential directions are not weighted and carry $kT/2$ each. An escaping molecule therefore carries $2kT$ of kinetic energy on average.

Let $e_0$ be the rest of its energy, potential and internal. Leaving aside heat lost by radiation and conduction, the heat that the source must supply per escaping molecule is

$$
Q=2kT+e_0-h_c ,
$$

where the energy and enthalpy of the condensed phase are taken as equal because $pv_c$ is negligible. The enthalpy of a vapour molecule is its translational energy $\tfrac32kT$, plus $pv_g=kT$, plus $e_0$. Hence

$$
L=\tfrac52kT+e_0-h_c,\qquad Q=L-\tfrac12kT,\qquad S=\frac{Q}{kT}.
$$

The sensitivity is the mean heat removed per escaping molecule, in units of $kT$. Since $d(1/kT)=-(1/kT)\,d\ln T$, the slope of $\ln J$ against $1/kT$ is $-kT\,S=-Q$. An Arrhenius plot of the free-evaporation rate thus yields $L-\tfrac12kT$, whereas a plot of the saturation pressure yields $L$.

## Drifts that are not infinitesimal

For a finite drift from $T$ to $T'=T(1+x)$ the law must be integrated. If $L$ is constant over the interval,

$$
\ln\frac{J(T')}{J(T)}=\int_T^{T'}\left(\frac{L}{k\tau^2}-\frac{1}{2\tau}\right)d\tau
=\frac{L}{kT}\,\frac{x}{1+x}-\frac12\ln(1+x).
$$

Use $x/(1+x)\approx x-x^2$ and $\ln(1+x)\approx x-x^2/2$. The right-hand side becomes $Sx-(L/kT-\tfrac14)x^2$. With $L/kT=S+\tfrac12$, expansion of the exponential to second order gives

$$
\frac{J(T')}{J(T)}-1\approx Sx+\left(\frac{S^2}{2}-S-\frac14\right)x^2 .
$$

For large $S$ the linear term suffices when $S|x|\ll1$. It is not enough that $x$ itself be small. The quadratic coefficient is then positive, so heating raises the rate by more than equal cooling lowers it. A symmetric temperature oscillation therefore also raises the mean rate slightly.

## Why the factor is large in a working source

The formula permits a small $S$, so it remains to see why a working source does not have one. For constant $L$ the pressure law integrates to

$$
p=p^*e^{-L/kT},
$$

with a constant $p^*$ that depends on the material, through both the condensed phase and the internal states of the vapour molecule. Solving for $L/kT$ gives

$$
S=\ln\frac{p^*}{p}-\frac12 .
$$

The sensitivity is fixed by how far the working pressure lies below $p^*$. Choosing a more weakly bound material does not reduce it if $p^*$ and $p$ are the same: the source then runs cooler, and $L/kT$ is unchanged. Per kelvin the weakly bound source is even more sensitive, because $d\ln J/dT=S/T$ and its $T$ is lower.

## A model with constant latent heat

A simple model lets all these quantities be computed. Each condensed atom sits in its own cell, in a well of depth $D$ below an atom at rest in the vapour. It moves freely along a length $a$ and is held by a force constant $K$ in the two other directions. Its classical partition function, measured from the well bottom, is

$$
z=\left(\frac{mkT}{2\pi}\right)^{3/2}a\,\frac{2\pi kT}{K}.
$$

The first factor comes from the three momenta. The last comes from two Gaussian integrals over position, each equal to $\sqrt{2\pi kT/K}$. With one atom per cell and $pv_c$ neglected, $\mu_c=-D-kT\ln z$. The ideal vapour has $n=(mkT/2\pi)^{3/2}e^{\mu/kT}$. Equal chemical potentials give

$$
n=\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{e^{-D/kT}}{z}
=\frac{K}{2\pi a\,kT}\,e^{-D/kT},
\qquad
p=\frac{K}{2\pi a}\,e^{-D/kT}.
$$

The momentum factors cancel, and $p^*=K/2\pi a$. The mean energy of a condensed atom is $-D+\tfrac32kT+2\cdot\tfrac12kT$, while the vapour enthalpy is $\tfrac52kT$. The thermal parts cancel, so $L=D$ at every temperature at which the classical model holds.

Take $D=3$ eV, $a=2$ Å, $K=1$ eV/Å², $m=100000$ electron masses and $kT=0.12$ eV, with $\alpha=1$. The quantum level spacing of the harmonic motion, $\sqrt{K/m}$, is 0.0087 eV. This is well below $kT$, so the classical treatment is reasonable. Then

$$
p^*=\frac{1}{4\pi}=0.0796\ \text{eV/Å}^3,\qquad
p=0.0796\,e^{-25}=1.105\times10^{-12}\ \text{eV/Å}^3 .
$$

The vapour volume per atom, $kT/p$, is $1.09\times10^{11}$ Å³, which justifies neglecting $v_c$. The Hertz-Knudsen formula gives a flux of 16.9 atoms per Å² per second.

## The numbers for a drift

The sensitivity is

$$
S=\frac{3}{0.12}-\frac12=25-0.5=24.5 .
$$

Vapour density contributes 24.0 and molecular speed 0.5. Each escaping atom takes $Q=3-0.06=2.94$ eV from the source, and $2.94/0.12$ is again 24.5.

A 1 percent drift is 0.0012 eV in $kT$, or 13.9 K. The linear law predicts a rate change of 24.5 percent. The integrated law gives

$$
\frac{e^{25\times0.01/1.01}}{\sqrt{1.01}}=1.2745,
\qquad
\frac{e^{-25\times0.01/0.99}}{\sqrt{0.99}}=0.7808 .
$$

The rate rises by 27.4 percent on heating and falls by 21.9 percent on cooling. The quadratic term accounts for most of the asymmetry: its coefficient is $300.1-24.5-0.25\approx275$, which adds about 2.75 percentage points in both cases.

Now ask what temperature rise increases the rate by 1 percent. The linear answer is $1/24.5=0.0408$ percent. Solving the integrated law numerically gives 0.0406 percent, which is $4.9\times10^{-5}$ eV in $kT$, or 0.57 K. Holding the rate to 1 percent by temperature control alone thus requires the surface to be steady to about half a kelvin.

The working pressure explains this demand. Here $\ln(p^*/p)=25$. To bring $L/kT$ down to 1 at the same binding energy, $kT$ would have to be 3 eV, and the pressure would be $p^*/e$. The ideal-gas volume per atom would then be $3e/0.0796\approx100$ Å³, so the vapour would no longer be dilute compared with a condensed phase. In this model the insensitive regime lies where the assumption of a dilute vapour is failing.

At the original pressure, binding energies of 1.5, 3 and 6 eV require $kT=0.06$, 0.12 and 0.24 eV. All three sources have $S=24.5$. Lowering the pressure tenfold at 3 eV adds $\ln10=2.30$ to $L/kT$. The source then runs at $kT=3/27.30=0.1099$ eV, and $S$ rises to 26.8. A slower source is somewhat more sensitive.

## When the latent heat varies

In a crystal whose atoms vibrate in all three directions, $L$ depends on temperature. Consider an Einstein crystal with the same mass and well depth and a level spacing $\omega=0.01$ eV. At $kT=0.12$ eV this crystal is soft: the root-mean-square displacement $\sqrt{3kT/m\omega^2}$ is 0.52 Å, more than a real solid usually bears before it melts. The model serves only to show the effect of a varying $L$. Each oscillator has mean energy

$$
\varepsilon=\frac{\omega}{2}\coth\frac{\omega}{2kT}\approx kT+\frac{\omega^2}{12kT},
$$

where the approximation holds for $\omega\ll kT$. Therefore

$$
L=D+\tfrac52kT-3\varepsilon\approx D-\tfrac12kT-\frac{\omega^2}{4kT}.
$$

At $kT=0.12$ eV, summing over the oscillator levels gives $L=2.940$ eV. The local law gives $S=2.940/0.12-0.5=24.0$. The value is half a unit lower than in the cell model because $L$ is lower by about $kT/2$.

What fails for a finite drift is the integrated formula with $L$ frozen at its initial value. To leading order the change of $L$ at an intermediate temperature $\tau$ is $(dL/dT)(\tau-T)$. The error in $\ln[J(T')/J(T)]$, taken as the exact value minus the frozen-$L$ value, is then

$$
\frac{1}{kT^2}\frac{dL}{dT}\int_T^{T'}(\tau-T)\,d\tau
=\frac{1}{2k}\frac{dL}{dT}\,x^2\approx-\frac{x^2}{4},
$$

since $dL/dT\approx-k/2$. For $x=0.01$ this is $-2.5\times10^{-5}$, and direct evaluation of the crystal's flux at the two temperatures also gives $-2.5\times10^{-5}$. The error is negligible beside the logarithmic rate change of about 0.24.

The crystal also shows how the condensed phase enters at a prescribed pressure. It reaches the pressure of the cell model at $kT=0.1142$ eV, where $S=25.3$. The two phases have the same well depth, but the crystal's atoms have less room to move: they are bound in the third direction too, and their force constant, $m\omega^2=1.31$ eV/Å², is larger than the cell's. The loss of room lowers the temperature needed for the given pressure, so $D/kT$ rises from 25 to 26.27. The latent heat, lower by about $kT/2$, takes back 0.5. The net shift of $S$ is about 0.8.

## When other things change with temperature

If $\alpha$ depends on temperature, the logarithm of the flux gains $\ln\alpha$, and

$$
S=\frac{L}{kT}-\frac12+\frac{d\ln\alpha}{d\ln T}.
$$

Suppose, for instance, that a vapour molecule can condense only if the kinetic energy of its normal motion exceeds a threshold $B$. The accepted fraction of the arriving flux is

$$
\alpha=\int_{B/kT}^{\infty}e^{-u}\,du=e^{-B/kT},
$$

and its logarithmic derivative is $B/kT$. By detailed balance the emitted flux is reduced by the same factor. With $B=0.1$ eV in the cell model, $\alpha=0.435$ and $S=24.5+0.83=25.3$. The threshold lowers the rate and makes it more sensitive. The energy balance agrees: the mean normal energy of an emitted molecule rises from $kT$ to $kT+B$, so $Q$ grows by $B$.

Returning vapour also alters the result. Let a flux $J_b$, independent of the source temperature, strike the surface, with $\alpha$ fixed. The net rate is $J-\alpha J_b$. Only $J$ responds to the drift, so

$$
\frac{d\ln(J-\alpha J_b)}{d\ln T}=S\,\frac{J}{J-\alpha J_b}.
$$

For net evaporation the last factor exceeds 1. It grows without limit as the two fluxes approach balance, because a small difference of large fluxes is then being controlled. Free evaporation is the limit $J_b=0$.

In all these formulas $T$ is the temperature of the evaporating surface. A sensor elsewhere in the source gives the right relative drift only if the absolute temperature it reads stays a fixed multiple of the surface temperature. A constant offset $\Delta$ between the two multiplies the relative drift that is read by $T/(T+\Delta)$, a change of about 1.4 percent for 20 K at 1393 K. The drift in kelvin is then still read correctly. The film's growth rate inherits the factor $S$ if the fraction of emitted molecules that reaches the substrate and stays there does not change.
